# Depolarization of a Square Lattice of Point Dipoles: a program that tests the result

```python
"""
Result under test: equal point dipoles normal to a square lattice of spacing a
depolarize each other to
    p = p0 / (1 + x),   x = alpha * S / a^3,
    S = sum over (m,n) != (0,0) of (m^2 + n^2)^(-3/2)
      = 2 zeta(3) + 4 zeta(2) + 16 pi sum_{n,k>=1} (k/n) K1(2 pi k n),
and the potential step across the layer is p / (eps0 a^2).
p0: moment of an isolated dipole; alpha: polarizability volume;
K1: modified Bessel function. The layer is in vacuum, without image dipoles.
"""
import numpy as np
from scipy.constants import c, epsilon_0, pi
from scipy.integrate import quad
from scipy.special import k1, zeta


def direct_sum(L):
    """Sum of r^-3 over the sites with |m|, |n| <= L, origin omitted."""
    m = np.arange(-L, L + 1, dtype=float)
    r2 = m[:, None]**2 + m[None, :]**2
    r2[L, L] = np.inf
    return np.sum(r2**-1.5)


def square_tail(L):
    """Integral of r^-3 outside the square of half-width L + 1/2."""
    return 4 * np.sqrt(2) / (L + 0.5)


def central_moment(L, coupling):
    """Central moment / p0 in a finite cluster, every moment left free."""
    m = np.arange(-L, L + 1, dtype=float)
    X, Y = (g.ravel() for g in np.meshgrid(m, m))
    r2 = (X[:, None] - X)**2 + (Y[:, None] - Y)**2
    np.fill_diagonal(r2, np.inf)
    matrix = coupling * r2**-1.5
    np.fill_diagonal(matrix, 1.0)
    return np.linalg.solve(matrix, np.ones(len(X)))[len(X) // 2]


# Lattice sum by rows
own_row = 2 * zeta(3)
smooth_rows = 4 * zeta(2)
first_bessel = 16 * pi * k1(2 * pi)
all_bessel = 16 * pi * sum(k / n * k1(2 * pi * k * n)
                           for n in range(1, 8) for k in range(1, 8))
S = own_row + smooth_rows + all_bessel

# Field of a neighbour, from the potential of two finite opposite charges
r, d, step = 1.3, 0.01, 1e-3


def pair_potential(z):
    return 1 / np.hypot(r, z - d / 2) - 1 / np.hypot(r, z + d / 2)


field_per_moment = -(pair_potential(step) - pair_potential(-step)) / (2 * step * d)
# finite charge separation changes the field by a relative amount near d^2/r^2
assert abs(field_per_moment * r**3 + 1) < 1e-4

# Fourier integral of the row function
dist, q = 0.7, 3.0
integral = 2 * quad(lambda x: (x * x + dist**2)**-1.5, 0, np.inf,
                    weight='cos', wvar=q, epsabs=1e-10)[0]
assert abs(integral - 2 * q / dist * k1(q * dist)) < 1e-7

# One complete row at distance 1, direct sum plus its integral tail
M = 2000
sites = np.arange(-M, M + 1, dtype=float)
row_direct = np.sum((sites**2 + 1)**-1.5) + 1 / (M + 0.5)**2
row_formula = 2 + 8 * pi * sum(k * k1(2 * pi * k) for k in range(1, 8))
assert abs(row_direct - row_formula) < 1e-9

# Full lattice sum, direct and by the product of two Dirichlet series
S_direct = direct_sum(300) + square_tail(300)
assert abs(S_direct - S) < 1e-6
beta = 4**-1.5 * (zeta(1.5, 0.25) - zeta(1.5, 0.75))
assert abs(4 * zeta(1.5) * beta - S) < 1e-10

# Worked example, round model parameters
a_A, p0_D, alpha_A3 = 4.0, 1.0, 5.0
a = a_A * 1e-10
debye = 1e-21 / c
x = alpha_A3 * S / a_A**3
assert x < 1
p_D = p0_D / (1 + x)
E = -p_D * debye * S / (4 * pi * epsilon_0 * a**3)
step_bare = p0_D * debye / (epsilon_0 * a**2)
step_true = p_D * debye / (epsilon_0 * a**2)
p_four = p0_D / (1 + 4 * alpha_A3 / a_A**3)

# Coupled equations of finite clusters, extrapolated linearly in 1/half-width.
# Edge effects of second order in 1/half-width set the tolerance.
L1, L2 = 12, 24
c1 = central_moment(L1, alpha_A3 / a_A**3)
c2 = central_moment(L2, alpha_A3 / a_A**3)
h1, h2 = L1 + 0.5, L2 + 0.5
extrapolated = (h2 * c2 - h1 * c1) / (h2 - h1)
assert abs(extrapolated / (p_D / p0_D) - 1) < 3e-3

# Potential plateau: lattice sum of z/r^3 on one side tends to 2 pi
L, z = 300, 3.0
m = np.arange(-L, L + 1, dtype=float)
r2 = (m[:, None] - 0.3)**2 + (m[None, :] - 0.2)**2 + z**2
plateau = np.sum(z * r2**-1.5) + z * square_tail(L)
assert abs(plateau - 2 * pi) < 1e-5
step_lattice = 2 * plateau * p_D * debye / (4 * pi * epsilon_0 * a**2)
assert abs(step_lattice / step_true - 1) < 1e-5

print("LATTICE SUM (dimensionless)")
print(f"row through the site, 2 zeta(3)      = {own_row:.6f}")
print(f"smooth part of other rows, 4 zeta(2) = {smooth_rows:.6f}")
print(f"first Bessel term, 16 pi K1(2 pi)    = {first_bessel:.6f}")
print(f"all Bessel terms                     = {all_bessel:.6f}")
print(f"S                                    = {S:.6f}")
for L in (10, 100):
    raw = direct_sum(L)
    print(f"direct sum, L = {L:3d}: raw {raw:.6f}, tail {square_tail(L):.6f}, "
          f"total {raw + square_tail(L):.6f}")
print("WORKED EXAMPLE")
print(f"lattice spacing a                = {a_A:.2f} angstrom")
print(f"isolated moment p0               = {p0_D:.2f} D")
print(f"polarizability volume alpha      = {alpha_A3:.2f} angstrom^3")
print(f"alpha/a^3                        = {alpha_A3 / a_A**3:.6f}")
print(f"x = alpha S/a^3                  = {x:.5f}")
print(f"reduced moment p                 = {p_D:.5f} D")
print(f"reduced moment p                 = {p_D * debye:.4e} C m")
print(f"induced moment p - p0            = {p_D - p0_D:.5f} D")
print(f"depolarizing field E             = {E * 1e-9:.4f} V/nm")
print(f"potential step, no depolarization = {step_bare:.4f} V")
print(f"potential step, depolarized       = {step_true:.4f} V")
print(f"moment with 4 neighbours only    = {p_four:.5f} D")
print(f"alpha at which x = 1             = {a_A**3 / S:.4f} angstrom^3")
for alpha in (1.0, 2.5):
    print(f"alpha = {alpha:.1f} angstrom^3: p = "
          f"{p0_D / (1 + alpha * S / a_A**3):.5f} D")
print("FINITE CLUSTERS, central moment / p0")
print(f"{2 * L1 + 1} x {2 * L1 + 1} sites = {c1:.5f}")
print(f"{2 * L2 + 1} x {2 * L2 + 1} sites = {c2:.5f}")
print(f"extrapolated  = {extrapolated:.5f}")
print(f"formula       = {p_D / p0_D:.5f}")
print("all assertions hold")
```

Running it gives:

```
LATTICE SUM (dimensionless)
row through the site, 2 zeta(3)      = 2.404114
smooth part of other rows, 4 zeta(2) = 6.579736
first Bessel term, 16 pi K1(2 pi)    = 0.049612
all Bessel terms                     = 0.049772
S                                    = 9.033622
direct sum, L =  10: raw 8.495381, tail 0.538748, total 9.034129
direct sum, L = 100: raw 8.977335, tail 0.056287, total 9.033622
WORKED EXAMPLE
lattice spacing a                = 4.00 angstrom
isolated moment p0               = 1.00 D
polarizability volume alpha      = 5.00 angstrom^3
alpha/a^3                        = 0.078125
x = alpha S/a^3                  = 0.70575
reduced moment p                 = 0.58625 D
reduced moment p                 = 1.9555e-30 C m
induced moment p - p0            = -0.41375 D
depolarizing field E             = -2.4808 V/nm
potential step, no depolarization = 2.3546 V
potential step, depolarized       = 1.3804 V
moment with 4 neighbours only    = 0.76190 D
alpha at which x = 1             = 7.0846 angstrom^3
alpha = 1.0 angstrom^3: p = 0.87631 D
alpha = 2.5 angstrom^3: p = 0.73917 D
FINITE CLUSTERS, central moment / p0
25 x 25 sites = 0.59816
49 x 49 sites = 0.59237
extrapolated  = 0.58635
formula       = 0.58625
all assertions hold
```
